# Sputtering a Binary Oxide: Ejected Flux, Surface Composition and Bulk Ratio: test program

```python
# Steady sputtering of a homogeneous binary oxide (metal M, oxygen O).
# Result under test: ejected O/M equals bulk O/M, while
#   surface O/M = bulk O/M * (y_M / y_O).
# c_i: bulk atomic fraction; x_i: escape-weighted surface atomic fraction;
# y_i: component yield, so that y_i*x_i atoms of i leave per incident ion.
# Fluence in the layer models is in ions per atom of one layer (same area).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

# ---------- inputs: CeO2 with round model parameters ----------
c_metal, c_oxygen = 1 / 3, 2 / 3
y_metal, y_oxygen = 1.2, 1.5
lattice_nm = 0.541            # cubic cell with 4 Ce and 8 O
layer_nm = 1.5                # altered, well-mixed layer
current_uA_cm2 = 10.0         # singly charged ions
info_depth_nm = 1.5           # electron attenuation depth along the normal
o2_pressure_torr = 1e-9
temperature_K = 300.0
yield_slope = 0.5             # relative fall of y_O per relative rise of x_M

# ---------- derived formulas ----------
bulk_ratio = c_oxygen / c_metal
surface_ratio = bulk_ratio * y_metal / y_oxygen
rate = c_oxygen * y_metal + c_metal * y_oxygen
x_metal = c_metal * y_oxygen / rate
total_yield = 1 / (c_metal / y_metal + c_oxygen / y_oxygen)
fresh_ratio = bulk_ratio * y_oxygen / y_metal
removed_layers_1pct = (x_metal - c_metal) / (0.01 * c_metal)


def ratio_with_gas(g):
    """Surface O/M when g oxygen atoms are taken up per incident ion."""
    return (y_metal * bulk_ratio + g) / (y_oxygen - g)


# ---------- test 1: random removal and refilling of one mixed layer ----------
rng = np.random.default_rng(12345)
pool, step, n_steps = 4_000_000, 0.002, 8000
metal = int(round(pool * c_metal))
fraction = np.empty(n_steps)
out_metal = np.empty(n_steps)
out_oxygen = np.empty(n_steps)
for j in range(n_steps):
    fraction[j] = metal / pool
    lost_m = rng.binomial(metal, y_metal * step)
    lost_o = rng.binomial(pool - metal, y_oxygen * step)
    metal += rng.binomial(lost_m + lost_o, c_metal) - lost_m
    out_metal[j], out_oxygen[j] = lost_m, lost_o

late = slice(6000, None)
mc_ejected = out_oxygen[late].sum() / out_metal[late].sum()
mc_surface = 1 / fraction[late].mean() - 1
mc_fresh = out_oxygen[:5].sum() / out_metal[:5].sum()
# tolerances cover several standard deviations of the counting noise
assert abs(mc_ejected - bulk_ratio) < 5e-3
assert abs(mc_surface - surface_ratio) < 5e-3
assert abs(mc_fresh / fresh_ratio - 1) < 0.05
for multiple in (0.5, 1.0, 2.0):
    j = int(round(multiple / rate / step))
    expected = x_metal + (c_metal - x_metal) * np.exp(-rate * j * step)
    assert abs(fraction[j] - expected) < 1.5e-3
collected = np.cumsum(out_metal + out_oxygen)
j = np.searchsorted(collected, removed_layers_1pct * pool)
mc_deficit = 1 - out_metal[:j + 1].sum() / collected[j] / c_metal
assert abs(mc_deficit - 0.01) < 1e-3


# ---------- test 2: many layers with local losses, supply and mixing ----------
def run_layers(yield_of, escape, mixing, source, end):
    """Evolve from bulk composition; species order: metal, oxygen, argon.
    Source: atoms added to the top layer per ion. No mixing at the bottom."""
    bulk = np.array([c_metal, c_oxygen, 0.0])[:len(source)]
    n_species, n_layers = len(source), len(escape)
    mixing = mixing.copy()
    mixing[-1] = 0.0

    def change(_, flat):
        x = flat.reshape(n_species, n_layers)
        loss = yield_of(x @ escape)[:, None] * escape * x
        upflow = np.cumsum(loss.sum(axis=0)) - source.sum()
        below = np.hstack([x[:, 1:], bulk[:, None]])
        rise = upflow * below + mixing * (below - x)
        dx = rise - loss
        dx[:, 1:] -= rise[:, :-1]
        dx[:, 0] += source
        return dx.ravel()

    start = np.repeat(bulk, n_layers)
    sol = solve_ivp(change, (0, end), start, method="BDF",
                    rtol=1e-8, atol=1e-10)
    assert sol.success
    x = sol.y[:, -1].reshape(n_species, n_layers)
    surface = x @ escape
    return surface, yield_of(surface) * surface, x


def fixed_yields(surface):
    return np.array([y_metal, y_oxygen, 10.0])[:len(surface)]


def falling_oxygen_yield(surface):
    factor = 1 - yield_slope * (surface[0] / c_metal - 1)
    return np.array([y_metal, y_oxygen * factor])


n_layers = 30
escape = np.zeros(n_layers)
escape[:2] = 0.75, 0.25
mixing = 3 * np.exp(-np.arange(n_layers) / 4)
none = np.zeros(2)
tol = 1e-5                    # integration error and residual transient

surf, ejected, profile = run_layers(fixed_yields, escape, mixing, none, 400)
assert abs(ejected[1] / ejected[0] - bulk_ratio) < tol
assert abs(surf[1] / surf[0] - surface_ratio) < tol
assert abs(ejected.sum() - total_yield) < tol
# the top layer alone does not obey the law when atoms escape from two layers
top_ratio = profile[1, 0] / profile[0, 0]
assert abs(top_ratio - surface_ratio) > 1e-3
# inverse problem: both component yields from total yield and surface
recovered = ejected.sum() * np.array([c_metal, c_oxygen]) / surf
assert np.allclose(recovered, [y_metal, y_oxygen], atol=tol)

# composition-dependent yields: law holds with the steady-state values
surf_v, ejected_v, _ = run_layers(falling_oxygen_yield, escape, mixing,
                                  none, 400)
y_steady = falling_oxygen_yield(surf_v)
varied_ratio = surf_v[1] / surf_v[0]
assert abs(ejected_v[1] / ejected_v[0] - bulk_ratio) < tol
assert abs(varied_ratio - bulk_ratio * y_steady[0] / y_steady[1]) < tol
assert abs(varied_ratio - surface_ratio) > 0.01

# retained argon changes neither ratio
surf_a, ejected_a, _ = run_layers(fixed_yields, escape, mixing,
                                  np.array([0.0, 0.0, 0.5]), 400)
assert surf_a[2] > 0.01
assert abs(ejected_a[1] / ejected_a[0] - bulk_ratio) < tol
assert abs(surf_a[1] / surf_a[0] - surface_ratio) < tol

# oxygen uptake from residual gas (every arriving molecule sticks)
ion_flux = current_uA_cm2 * 1e-6 / const.e                  # per cm2 s
o2_mass = 2 * 15.999 * const.atomic_mass
o2_flux = (o2_pressure_torr * const.torr * 1e-4
           / np.sqrt(2 * np.pi * o2_mass * const.k * temperature_K))
gas_per_ion = 2 * o2_flux / ion_flux
gas_masking = c_oxygen * (y_oxygen - y_metal)
masking_torr = o2_pressure_torr * gas_masking / gas_per_ion
for g, target in ((gas_per_ion, ratio_with_gas(gas_per_ion)),
                  (gas_masking, bulk_ratio)):
    surf_g, ejected_g, _ = run_layers(fixed_yields, escape, mixing,
                                      np.array([0.0, g]), 400)
    assert abs(surf_g[1] / surf_g[0] - target) < tol
    assert ejected_g[1] / ejected_g[0] > bulk_ratio + 1e-3

# uniform exchange diffusion: ratios hold, altered depth is D/v
deep = 150
escape_top = np.zeros(deep)
escape_top[0] = 1.0
exchange = 20.0
surf_d, ejected_d, prof_d = run_layers(fixed_yields, escape_top,
                                       np.full(deep, exchange), none, 1500)
assert abs(ejected_d[1] / ejected_d[0] - bulk_ratio) < tol
assert abs(surf_d[1] / surf_d[0] - surface_ratio) < tol
excess = prof_d[0] - c_metal
decay_layers = 20 / np.log(excess[0] / excess[20])
# 5 percent: finite layer thickness against the continuum length
assert abs(decay_layers / (exchange / total_yield) - 1) < 0.05

# ---------- worked example in laboratory units ----------
density_nm3 = 12 / lattice_nm**3
density_cm3 = density_nm3 * 1e21
layer_cm2 = density_cm3 * layer_nm * 1e-7
speed_cm_s = ion_flux * total_yield / density_cm3
fluence_constant = layer_cm2 / rate
time_constant = fluence_constant / ion_flux
diffusion_limit = speed_cm_s * layer_nm * 1e-7


def ce3_fraction(o_per_ce):
    """Formal charge balance with Ce3+, Ce4+ and O2-."""
    return 4 - 2 * o_per_ce


# electron spectroscopy also sees unaltered oxide below the layer
weight = 1 - np.exp(-layer_nm / info_depth_nm)
x_seen = weight * x_metal + (1 - weight) * c_metal
seen_ratio = 1 / x_seen - 1
upper = quad(lambda z: x_metal * np.exp(-z / info_depth_nm), 0, layer_nm)[0]
lower = quad(lambda z: c_metal * np.exp(-z / info_depth_nm),
             layer_nm, np.inf)[0]
assert abs((upper + lower) / info_depth_nm - x_seen) < 1e-8
inferred_bulk = seen_ratio * y_oxygen / y_metal

print(f"Bulk O/Ce: {bulk_ratio:.3f}")
print(f"Component yields Ce, O: {y_metal:.2f}, {y_oxygen:.2f} atoms/ion")
print(f"Fresh-surface ejected O/Ce: {fresh_ratio:.3f}")
print(f"Steady surface O/Ce: {surface_ratio:.3f}")
print(f"Steady surface Ce fraction: {x_metal:.4f}")
print(f"Steady Ce3+ share of Ce: {ce3_fraction(surface_ratio):.2f}")
print(f"Partial yield Ce: {y_metal * x_metal:.4f} atoms/ion")
print(f"Partial yield O: {y_oxygen * (1 - x_metal):.4f} atoms/ion")
print(f"Total steady yield: {total_yield:.4f} atoms/ion")
print(f"Random model, ejected O/Ce: {mc_ejected:.4f}")
print(f"Random model, surface O/Ce: {mc_surface:.4f}")
print(f"Layer model, ejected O/Ce: {ejected[1] / ejected[0]:.5f}")
print(f"Layer model, escape-weighted O/Ce: {surf[1] / surf[0]:.5f}")
print(f"Layer model, top layer alone O/Ce: {top_ratio:.4f}")
print(f"Lattice constant: {lattice_nm:.3f} nm")
print(f"Atomic density: {density_cm3:.3e} cm^-3")
print(f"Ion current density: {current_uA_cm2:.1f} uA/cm2")
print(f"Ion flux: {ion_flux:.3e} cm^-2 s^-1")
print(f"Erosion rate: {speed_cm_s * 1e7 * 60:.3f} nm/min")
print(f"Altered layer thickness: {layer_nm:.2f} nm")
print(f"Altered layer content: {layer_cm2:.3e} atoms/cm2")
print(f"Fluence constant: {fluence_constant:.3e} ions/cm2")
print(f"Time constant: {time_constant:.0f} s")
print(f"Depth for 1% Ce deficit in deposit: "
      f"{removed_layers_1pct * layer_nm:.1f} nm")
print(f"Random model, deficit at that depth: {100 * mc_deficit:.2f} %")
print(f"Electron information depth: {info_depth_nm:.2f} nm")
print(f"Layer share of electron signal: {weight:.3f}")
print(f"O/Ce seen by electrons: {seen_ratio:.3f}")
print(f"Ce3+ share seen by electrons: {ce3_fraction(seen_ratio):.2f}")
print(f"Bulk O/Ce inferred from it: {inferred_bulk:.3f}")
print(f"Slope of falling O yield: {yield_slope:.2f}")
print(f"Steady O yield with slope: {y_steady[1]:.4f} atoms/ion")
print(f"Surface O/Ce with slope: {varied_ratio:.3f}")
print(f"Argon fraction in argon test: {surf_a[2]:.4f}")
print(f"Surface O/Ce in argon test: {surf_a[1] / surf_a[0]:.5f}")
print(f"Temperature: {temperature_K:.0f} K")
print(f"Residual O2 pressure: {o2_pressure_torr:.1e} Torr")
print(f"O uptake at full sticking: {gas_per_ion:.4f} atoms/ion")
print(f"Surface O/Ce with uptake: {ratio_with_gas(gas_per_ion):.3f}")
print(f"O uptake that hides reduction: {gas_masking:.3f} atoms/ion")
print(f"O2 pressure that hides reduction: {masking_torr:.2e} Torr")
print(f"D at which D/v = layer thickness: {diffusion_limit:.2e} cm2/s")
print(f"Diffusion test, decay depth: {decay_layers:.2f} layers")
print(f"Diffusion test, D/v: {exchange / total_yield:.2f} layers")
print("tests ok")
```

Printed output:

```
Bulk O/Ce: 2.000
Component yields Ce, O: 1.20, 1.50 atoms/ion
Fresh-surface ejected O/Ce: 2.500
Steady surface O/Ce: 1.600
Steady surface Ce fraction: 0.3846
Steady Ce3+ share of Ce: 0.80
Partial yield Ce: 0.4615 atoms/ion
Partial yield O: 0.9231 atoms/ion
Total steady yield: 1.3846 atoms/ion
Random model, ejected O/Ce: 1.9995
Random model, surface O/Ce: 1.5984
Layer model, ejected O/Ce: 2.00000
Layer model, escape-weighted O/Ce: 1.60000
Layer model, top layer alone O/Ce: 1.5778
Lattice constant: 0.541 nm
Atomic density: 7.579e+22 cm^-3
Ion current density: 10.0 uA/cm2
Ion flux: 6.242e+13 cm^-2 s^-1
Erosion rate: 0.684 nm/min
Altered layer thickness: 1.50 nm
Altered layer content: 1.137e+16 atoms/cm2
Fluence constant: 8.745e+15 ions/cm2
Time constant: 140 s
Depth for 1% Ce deficit in deposit: 23.1 nm
Random model, deficit at that depth: 1.00 %
Electron information depth: 1.50 nm
Layer share of electron signal: 0.632
O/Ce seen by electrons: 1.734
Ce3+ share seen by electrons: 0.53
Bulk O/Ce inferred from it: 2.168
Slope of falling O yield: 0.50
Steady O yield with slope: 1.4153 atoms/ion
Surface O/Ce with slope: 1.696
Argon fraction in argon test: 0.0500
Surface O/Ce in argon test: 1.60000
Temperature: 300 K
Residual O2 pressure: 1.0e-09 Torr
O uptake at full sticking: 0.0115 atoms/ion
Surface O/Ce with uptake: 1.620
O uptake that hides reduction: 0.200 atoms/ion
O2 pressure that hides reduction: 1.74e-08 Torr
D at which D/v = layer thickness: 1.71e-16 cm2/s
Diffusion test, decay depth: 14.94 layers
Diffusion test, D/v: 14.44 layers
tests ok
```
